# The Peierls-Bogoliubov Inequality for Noncommuting Matrices: a program that tests the result

```python
"""Peierls-Bogoliubov inequality for noncommuting Hermitian matrices.

Result under test: F <= F0 + <H - H0>_0, where
  F = -ln Tr exp(-beta H) / beta,  F0 = -ln Tr exp(-beta H0) / beta,
  <X>_0 = Tr[X exp(-beta H0)] / Tr exp(-beta H0).
It follows from convexity of g(s) = ln Tr exp(A + s B), with
A = -beta H0 and B = -beta (H - H0).
The example is a two-site Hubbard model: hopping t, repulsion U,
inverse temperature beta, staggered reference field h. Energies are in t.
"""
import numpy as np
from scipy.linalg import expm, eigh, eigvalsh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import logsumexp

rng = np.random.default_rng(12)
nodes, weights = np.polynomial.legendre.leggauss(40)
nodes, weights = (nodes + 1) / 2, weights / 2


def random_hermitian(size, scale=1.0):
    x = rng.normal(size=(size, size)) + 1j * rng.normal(size=(size, size))
    return scale * (x + x.conj().T) / (2 * np.sqrt(size))


def log_trace_exp(K):
    return logsumexp(eigvalsh(K))


def average(K, X):
    """Average of X in the state exp(K) / Tr exp(K)."""
    k, v = eigh(K)
    p = np.exp(k - logsumexp(k))
    return float(np.real(np.sum(p * np.diag(v.conj().T @ X @ v))))


def ordinary_variance(K, B):
    D = B - average(K, B) * np.eye(len(B))
    return average(K, D @ D)


def curvature(K, B):
    """Spectral formula for the second derivative of ln Tr exp(K + s B)."""
    k, v = eigh(K)
    p = np.exp(k - logsumexp(k))
    D = v.conj().T @ (B - average(K, B) * np.eye(len(B))) @ v
    d = np.abs(k[:, None] - k[None, :])
    safe = np.where(d > 1e-12, d, 1.0)
    ratio = np.where(d > 1e-12, -np.expm1(-safe) / safe, 1.0)
    return float(np.sum(np.maximum(p[:, None], p[None, :])
                        * ratio * np.abs(D)**2))


# Derivatives of the matrix exponential and of its log trace.
A, B = random_hermitian(5), random_hermitian(5)
K = A + 0.3 * B
step = 1e-4
slope_matrix = (expm(K + step * B) - expm(K - step * B)) / (2 * step)
duhamel = sum(w * expm((1 - u) * K) @ B @ expm(u * K)
              for u, w in zip(nodes, weights))
assert np.linalg.norm(slope_matrix - duhamel) < 1e-6 * np.linalg.norm(duhamel)


def g_direct(s):
    return np.log(np.trace(expm(K + s * B)).real)


q = 5e-3
fd_first = (g_direct(-2*q) - 8*g_direct(-q) + 8*g_direct(q)
            - g_direct(2*q)) / (12 * q)
fd_second = (-g_direct(-2*q) + 16*g_direct(-q) - 30*g_direct(0)
             + 16*g_direct(q) - g_direct(2*q)) / (12 * q**2)
assert abs(fd_first - average(K, B)) < 1e-7
D = B - average(K, B) * np.eye(5)
integral_second = 0.0
for u, w in zip(nodes, weights):
    integrand = np.trace(expm((1 - u) * K) @ D @ expm(u * K) @ D)
    X = expm(u * K / 2) @ D @ expm((1 - u) * K / 2)
    assert abs(integrand - np.linalg.norm(X)**2) < 1e-10 * abs(integrand)
    integral_second += w * integrand.real / np.trace(expm(K)).real
assert abs(fd_second - integral_second) < 1e-6
assert abs(curvature(K, B) - integral_second) < 1e-10
naive_second = ordinary_variance(K, B)
assert naive_second - fd_second > 1e-4

# Many noncommuting pairs: both tangents and the curvature bound.
pair_count, smallest_gap, smallest_commutator = 400, np.inf, np.inf
for trial in range(pair_count):
    size = int(rng.integers(2, 7))
    a = random_hermitian(size, rng.uniform(0.5, 3))
    b = random_hermitian(size, rng.uniform(0.5, 3))
    change = log_trace_exp(a + b) - log_trace_exp(a)
    gap = change - average(a, b)
    assert gap > -1e-11
    assert average(a + b, b) - change > -1e-11
    assert -1e-12 < curvature(a, b) <= ordinary_variance(a, b) + 1e-11
    smallest_gap = min(smallest_gap, gap)
    smallest_commutator = min(smallest_commutator,
                              np.linalg.norm(a @ b - b @ a))
assert smallest_commutator > 1e-6
shift = 0.7 * np.eye(5)
assert abs(log_trace_exp(A + shift) - log_trace_exp(A)
           - average(A, shift)) < 1e-12
# A commuting pair must give the ordinary variance.
assert abs(curvature(A, A @ A) - ordinary_variance(A, A @ A)) < 1e-10

# Without Hermiticity the tangent inequality can fail.
bad_B = 1j * np.diag([1.0, -1.0])
bad_value = np.log(np.trace(expm(bad_B)).real)
bad_tangent = np.log(2.0) + np.trace(bad_B).real / 2
assert bad_value < bad_tangent

# Two-site Hubbard model, modes ordered as 1 up, 2 up, 1 down, 2 down.
t, U, beta = 1.0, 4.0, 2.0
lower, parity, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
annihilate = []
for mode in range(4):
    op = np.eye(1)
    for j in range(4):
        op = np.kron(op, parity if j < mode else lower if j == mode else one)
    annihilate.append(op)
number = [c.T @ c for c in annihilate]
identity = np.eye(16)
hop = np.zeros((16, 16))
for i, j in ((0, 1), (2, 3)):
    term = annihilate[i].T @ annihilate[j]
    hop -= t * (term + term.T)
pair_term = sum((number[i] - identity / 2) @ (number[i + 2] - identity / 2)
                for i in (0, 1))
M = number[0] - number[2] - number[1] + number[3]
H = hop + U * pair_term


def free_energy(matrix):
    return -log_trace_exp(-beta * matrix) / beta


def upper_bound(h, repulsion=U):
    H0 = hop - h * M
    V = repulsion * pair_term + h * M
    return free_energy(H0) + average(-beta * H0, V)


F = free_energy(H)
root = np.sqrt(U**2 + 16 * t**2)
Z_parts = [3 * np.exp(-beta * U / 2), 8 * np.cosh(beta * t),
           3 * np.exp(beta * U / 2), 2 * np.cosh(beta * root / 2)]
assert abs(F + np.log(sum(Z_parts)) / beta) < 1e-11

eps_best = brentq(lambda e: e - U / 2 * np.tanh(beta * e / 2), t, U / 2,
                  xtol=1e-13)
h_best = np.sqrt(eps_best**2 - t**2)
search = minimize_scalar(upper_bound, bounds=(0.05, 5.0), method="bounded",
                         options={"xatol": 1e-9})
assert abs(search.x - h_best) < 1e-5
assert upper_bound(h_best) < upper_bound(0.0)
threshold_U = 2 * t / np.tanh(beta * t / 2)
# Just below and just above the threshold the origin changes character.
assert upper_bound(0.05, 0.95 * threshold_U) > upper_bound(0, 0.95 * threshold_U)
assert upper_bound(0.05, 1.05 * threshold_U) < upper_bound(0, 1.05 * threshold_U)
weak_scan = [upper_bound(h, 0.95 * threshold_U) for h in np.linspace(0, 5, 101)]
assert int(np.argmin(weak_scan)) == 0

print(f"Hopping t = {t:.1f} (energy unit)")
print(f"Repulsion U = {U:.1f} t")
print(f"Inverse temperature beta = {beta:.1f} / t")
for name, value in zip(("3exp(-beta U/2)", "8cosh(beta t)",
                        "3exp(beta U/2)", "2cosh(beta root/2)"), Z_parts):
    print(f"Partition function part {name} = {value:.4f} (no unit)")
print(f"Exact partition function = {sum(Z_parts):.4f} (no unit)")
print(f"Exact F = {F:.6f} t")
print(f"Threshold U for a staggered reference = {threshold_U:.6f} t")
print(f"Best level energy epsilon = {eps_best:.6f} t")

for label, h in (("h=0", 0.0), ("best h", h_best)):
    H0 = hop - h * M
    V = H - H0
    eps = np.sqrt(t**2 + h**2)
    m = h / eps * np.tanh(beta * eps / 2)
    F0, mean_V = free_energy(H0), average(-beta * H0, V)
    assert abs(F0 + 4 / beta * np.log(2 * np.cosh(beta * eps / 2))) < 1e-11
    assert abs(average(-beta * H0, M) - 2 * m) < 1e-11
    assert abs(mean_V - (2 * h * m - U * m**2 / 2)) < 1e-11
    bound = F0 + mean_V
    low = F0 + average(-beta * H, V)
    assert low < F < bound
    curve = [curvature(-beta * (H0 + s * V), -beta * V) for s in nodes]
    remainder = np.sum(weights * (1 - nodes) * curve) / beta
    assert abs(remainder - (bound - F)) < 1e-8
    print(f"[{label}] field h = {h:.6f} t")
    print(f"[{label}] moment per site m = {m:.6f} (no unit)")
    print(f"[{label}] F0 = {F0:.6f} t")
    print(f"[{label}] reference average of H-H0 = {mean_V:.6f} t")
    print(f"[{label}] upper bound = {bound:.6f} t")
    print(f"[{label}] lower bound = {low:.6f} t")
    print(f"[{label}] upper bound minus F = {bound - F:.6f} t")
    print(f"[{label}] integrated remainder = {remainder:.6f} t")
    print(f"[{label}] norm of [H0,V] = {np.linalg.norm(H0@V-V@H0):.4f} t^2")
    for s in (0.0, 0.5, 1.0):
        Ks = -beta * (H0 + s * V)
        print(f"[{label}] s={s:.1f}: g'' = {curvature(Ks, -beta*V):.5f}, "
              f"ordinary variance = {ordinary_variance(Ks, -beta*V):.5f} (no unit)")

exact_moment = average(-beta * H, M) / 2
assert abs(exact_moment) < 1e-11
print(f"Exact staggered moment per site = {abs(exact_moment):.6f} (no unit)")
print(f"Random 5x5: g'' by finite difference = {fd_second:.6f} (no unit)")
print(f"Random 5x5: g'' by Duhamel integral = {integral_second:.6f} (no unit)")
print(f"Random 5x5: ordinary variance = {naive_second:.6f} (no unit)")
print(f"Random pairs tested = {pair_count} (count)")
print(f"Smallest g(1)-g(0)-g'(0) = {smallest_gap:.3e} (no unit)")
print(f"Smallest commutator norm = {smallest_commutator:.3e} (no unit)")
print(f"Non-Hermitian case: g(1) = {bad_value:.6f} (no unit)")
print(f"Non-Hermitian case: tangent at 1 = {bad_tangent:.6f} (no unit)")
print("all good")
```

Printed output:

```
Hopping t = 1.0 (energy unit)
Repulsion U = 4.0 t
Inverse temperature beta = 2.0 / t
Partition function part 3exp(-beta U/2) = 0.0549 (no unit)
Partition function part 8cosh(beta t) = 30.0976 (no unit)
Partition function part 3exp(beta U/2) = 163.7945 (no unit)
Partition function part 2cosh(beta root/2) = 286.2503 (no unit)
Exact partition function = 480.1972 (no unit)
Exact F = -3.087098 t
Threshold U for a staggered reference = 2.626071 t
Best level energy epsilon = 1.915008 t
[h=0] field h = 0.000000 t
[h=0] moment per site m = 0.000000 (no unit)
[h=0] F0 = -2.253856 t
[h=0] reference average of H-H0 = -0.000000 t
[h=0] upper bound = -2.253856 t
[h=0] lower bound = -3.778830 t
[h=0] upper bound minus F = 0.833242 t
[h=0] integrated remainder = 0.833242 t
[h=0] norm of [H0,V] = 11.3137 t^2
[h=0] s=0.0: g'' = 3.46495, ordinary variance = 10.69144 (no unit)
[h=0] s=0.5: g'' = 3.34178, ordinary variance = 9.54729 (no unit)
[h=0] s=1.0: g'' = 1.76911, ordinary variance = 5.69498 (no unit)
[best h] field h = 1.633174 t
[best h] moment per site m = 0.816587 (no unit)
[best h] F0 = -3.872970 t
[best h] reference average of H-H0 = 1.333628 t
[best h] upper bound = -2.539342 t
[best h] lower bound = -5.397944 t
[best h] upper bound minus F = 0.547756 t
[best h] integrated remainder = 0.547756 t
[best h] norm of [H0,V] = 17.2831 t^2
[best h] s=0.0: g'' = 0.25187, ordinary variance = 1.38810 (no unit)
[best h] s=0.5: g'' = 2.05750, ordinary variance = 4.68921 (no unit)
[best h] s=1.0: g'' = 23.45008, ordinary variance = 32.92980 (no unit)
Exact staggered moment per site = 0.000000 (no unit)
Random 5x5: g'' by finite difference = 0.876881 (no unit)
Random 5x5: g'' by Duhamel integral = 0.876881 (no unit)
Random 5x5: ordinary variance = 1.019347 (no unit)
Random pairs tested = 400 (count)
Smallest g(1)-g(0)-g'(0) = 7.731e-03 (no unit)
Smallest commutator norm = 2.995e-01 (no unit)
Non-Hermitian case: g(1) = 0.077521 (no unit)
Non-Hermitian case: tangent at 1 = 0.693147 (no unit)
all good
```
